# Elastic energy stored in a compressed alumina scale: verification in Python

```python
# Result under test: a thin isotropic elastic scale under equibiaxial stress of
# magnitude sigma, with a free outer face, stores sigma^2 h / M per unit area.
# h: thickness; M = E/(1-nu): biaxial modulus; E: Young's modulus;
# nu: Poisson's ratio. All internal quantities are in SI units.
# Strain order: xx, yy, zz, yz, xz, xy, with engineering shear strains.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

GPA = 1e9
thickness = 5e-6
stress = 3 * GPA
biaxial_modulus = 530 * GPA
poisson = 0.24                      # rough value for dense alumina


def isotropic_stiffness(modulus, nu):
    young = modulus * (1 - nu)
    lame = young * nu / ((1 + nu) * (1 - 2 * nu))
    shear = young / (2 * (1 + nu))
    c = np.zeros((6, 6))
    c[:3, :3] = lame
    c[:3, :3] += 2 * shear * np.eye(3)
    c[3:, 3:] = shear * np.eye(3)
    return c


def relaxed_state(c, fixed):
    """Hold the given strains; relax the others to zero conjugate stress."""
    held = list(fixed)
    free = [i for i in range(6) if i not in fixed]
    strain = np.zeros(6)
    strain[held] = [fixed[i] for i in held]
    load = c[np.ix_(free, held)] @ strain[held]
    strain[free] = np.linalg.solve(c[np.ix_(free, free)], -load)
    stresses = c @ strain
    return strain, stresses, 0.5 * strain @ stresses


def strain_at_stress(c, target):
    def mismatch(e):
        return relaxed_state(c, {0: e, 1: e})[1][0] - target
    return brentq(mismatch, -0.05, 0.0, xtol=1e-15)


def work_x_then_y(c, e):
    """Mechanical work density when x is strained first and y second."""
    first = quad(lambda s: relaxed_state(c, {0: s, 1: 0.0})[1][0], 0, e)[0]
    second = quad(lambda s: relaxed_state(c, {0: e, 1: s})[1][1], 0, e)[0]
    return first + second


# Main result, from mechanical work, for several Poisson's ratios at fixed M.
formula_energy = stress**2 * thickness / biaxial_modulus
for nu in (0.0, 0.15, poisson, 0.4):
    c_test = isotropic_stiffness(biaxial_modulus, nu)
    e_test = strain_at_stress(c_test, -stress)
    work_test = thickness * work_x_then_y(c_test, e_test)
    assert np.isclose(e_test, -stress / biaxial_modulus, rtol=1e-8)
    assert np.isclose(work_test, formula_energy, rtol=1e-7)

scale = isotropic_stiffness(biaxial_modulus, poisson)
strain = strain_at_stress(scale, -stress)
full_strain, _, density = relaxed_state(scale, {0: strain, 1: strain})
stored = thickness * work_x_then_y(scale, strain)
assert abs(stored - 85) < 0.5
young = biaxial_modulus * (1 - poisson)

# Release behind a long straight front: strain along the front stays fixed.
after = relaxed_state(scale, {1: strain})[2]
released = thickness * (density - after)
release_formula = (1 - poisson**2) * stress**2 * thickness / (2 * young)
assert np.isclose(released, release_formula, rtol=1e-8)
assert np.isclose(released / stored, (1 + poisson) / 2, rtol=1e-7)

# Elastic energy of an alloy plate with equal scales on both faces.
plate_thickness = 1e-3
alloy_young, alloy_poisson = 200 * GPA, 0.30      # rough values
alloy_modulus = alloy_young / (1 - alloy_poisson)
alloy = isotropic_stiffness(alloy_modulus, alloy_poisson)
misfit = -strain


def layer_energies(x):
    in_scales = relaxed_state(scale, {0: x + misfit, 1: x + misfit})[2]
    in_plate = relaxed_state(alloy, {0: x, 1: x})[2]
    return 2 * thickness * in_scales, plate_thickness * in_plate


balance = minimize_scalar(lambda x: sum(layer_energies(x)),
                          bounds=(-misfit, 0), method="bounded",
                          options={"xatol": 1e-13})
scale_part, plate_part = layer_energies(balance.x)
plate_share = plate_part / scale_part
share_formula = (2 * thickness * biaxial_modulus
                 / (plate_thickness * alloy_modulus))
assert np.isclose(plate_share, share_formula, rtol=1e-3)
scale_stress = relaxed_state(
    scale, {0: balance.x + misfit, 1: balance.x + misfit})[1][0]
plate_stress = relaxed_state(alloy, {0: balance.x, 1: balance.x})[1][0]
stress_ratio = abs(plate_stress / scale_stress)
assert np.isclose(stress_ratio, 2 * thickness / plate_thickness, rtol=1e-3)

# Stiffening under compression: stress = M e (1 + a e).
stiffening = 5.0                                # rough dimensionless size


def nonlinear_stress(e):
    return biaxial_modulus * e * (1 + stiffening * e)


e_nonlinear = brentq(lambda e: nonlinear_stress(e) - stress, 0, 0.05,
                     xtol=1e-15)
nonlinear_energy = 2 * thickness * quad(nonlinear_stress, 0, e_nonlinear)[0]
nonlinear_change = nonlinear_energy / stored - 1
small = stiffening * stress / biaxial_modulus
# The tolerance covers the omitted second-order term.
assert abs(nonlinear_change + 4 * small / 3) < 5 * small**2

# Trigonal alumina crystal with rough stiffnesses, at fixed in-plane stress.
c11, c12, c13, c33, c44, c14 = np.array([500, 160, 120, 500, 150, -20]) * GPA
crystal = np.zeros((6, 6))
crystal[:3, :3] = [[c11, c12, c13], [c12, c11, c13], [c13, c13, c33]]
crystal[3, 3] = crystal[4, 4] = c44
crystal[5, 5] = (c11 - c12) / 2
crystal[0, 3] = crystal[3, 0] = crystal[4, 5] = crystal[5, 4] = c14
crystal[1, 3] = crystal[3, 1] = -c14
assert np.all(np.linalg.eigvalsh(crystal) > 0)
compliance = np.linalg.inv(crystal)


def crystal_energy(nx, ny, nz):
    p = np.array([1 - nx**2, 1 - ny**2, 1 - nz**2,
                  -ny * nz, -nx * nz, -nx * ny])
    quadratic = np.einsum("i...,ij,j...->...", p, compliance, p)
    return 0.5 * stress**2 * thickness * quadratic


count = 300
cosines = -1 + (np.arange(count) + 0.5) * 2 / count
angles = 2 * np.pi * np.arange(count) / count
nz, phi = np.meshgrid(cosines, angles, indexing="ij")
sines = np.sqrt(1 - nz**2)
energies = crystal_energy(sines * np.cos(phi), sines * np.sin(phi), nz)
basal = crystal_energy(0.0, 0.0, 1.0)
basal_modulus = c11 + c12 - 2 * c13**2 / c33
assert np.isclose(basal, stress**2 * thickness / basal_modulus, rtol=1e-10)
diagonal = np.trace(compliance[:3, :3])
cross = compliance[0, 1] + compliance[0, 2] + compliance[1, 2]
inverse_bulk = diagonal + 2 * cross
inverse_shear = (4 * diagonal - 4 * cross
                 + 3 * np.trace(compliance[3:, 3:])) / 15
average_formula = stress**2 * thickness * (2 * inverse_bulk / 9
                                           + inverse_shear / 6)
assert np.isclose(energies.mean(), average_formula, rtol=1e-4)

# Cooling from oxidation with constant expansion mismatch.
t_oxidation, t_room, t_use = 1373.0, 298.0, 800.0
softening = 1e-4                               # rough fraction per kelvin
mismatch_expansion = -strain / (t_oxidation - t_room)
hot_modulus = biaxial_modulus * (1 - softening * (t_use - t_room))
hot_scale = isotropic_stiffness(hot_modulus, poisson)
hot_strain = -mismatch_expansion * (t_oxidation - t_use)
hot_energy = thickness * work_x_then_y(hot_scale, hot_strain)
hot_formula = (formula_energy * hot_modulus / biaxial_modulus
               * ((t_oxidation - t_use) / (t_oxidation - t_room))**2)
assert np.isclose(hot_energy, hot_formula, rtol=1e-7)

# Effect of a ten per cent error in stress, from the elastic model.
varied = []
for factor in (0.9, 1.1):
    e_varied = strain_at_stress(scale, -factor * stress)
    varied.append(thickness * work_x_then_y(scale, e_varied))
    assert np.isclose(varied[-1] / stored, factor**2, rtol=1e-7)

to_ev_per_a2 = constants.angstrom**2 / constants.e
print(f"Scale thickness: {thickness * 1e6:.1f} um")
print(f"Compressive stress magnitude: {stress / GPA:.2f} GPa")
print(f"Biaxial modulus: {biaxial_modulus / GPA:.0f} GPa")
print(f"Poisson's ratio (rough): {poisson:.2f}")
print(f"Young's modulus from M and nu: {young / GPA:.1f} GPa")
print(f"In-plane strain: {100 * strain:.3f} %")
print(f"Strain normal to scale: {100 * full_strain[2]:.3f} %")
print(f"Stored energy density: {density / 1e6:.2f} MJ/m^3")
print(f"Stored energy per area, from work: {stored:.2f} J/m^2")
print(f"Stored energy per area, from formula: {formula_energy:.2f} J/m^2")
print(f"Stored energy per area, converted: {stored * to_ev_per_a2:.3f} eV/A^2")
one_direction = stress**2 * thickness / (2 * biaxial_modulus)
uniaxial = stress**2 * thickness / (2 * young)
print(f"Slip, one direction only: {one_direction:.2f} J/m^2")
print(f"Slip, uniaxial formula: {uniaxial:.2f} J/m^2")
print(f"Release at long straight front: {released:.2f} J/m^2")
print(f"Released fraction at that front: {released / stored:.3f}")
print(f"Alloy plate thickness: {plate_thickness * 1e3:.1f} mm")
print(f"Alloy Young's modulus (rough): {alloy_young / GPA:.0f} GPa")
print(f"Alloy Poisson's ratio (rough): {alloy_poisson:.2f}")
print(f"Alloy biaxial modulus: {alloy_modulus / GPA:.1f} GPa")
print(f"Plate stress for 3 GPa scales: {stress_ratio * stress / 1e6:.1f} MPa")
print(f"Plate energy / scale energy: {100 * plate_share:.2f} %")
print(f"Stiffening coefficient (rough): {stiffening:.1f}")
print(f"Energy change from nonlinearity: {100 * nonlinear_change:.2f} %")
print("Rough crystal C11 C12 C13 C33 C44 C14: "
      + " ".join(f"{v / GPA:.0f}" for v in (c11, c12, c13, c33, c44, c14))
      + " GPa")
print(f"Basal-plane biaxial modulus: {basal_modulus / GPA:.1f} GPa")
print(f"Energy, basal-plane crystal: {basal:.1f} J/m^2")
print(f"Energy, lowest over orientations: {energies.min():.1f} J/m^2")
print(f"Energy, highest over orientations: {energies.max():.1f} J/m^2")
print(f"Energy, orientation average: {energies.mean():.1f} J/m^2")
print(f"Oxidation temperature (rough): {t_oxidation:.0f} K")
print(f"Room temperature: {t_room:.0f} K")
print(f"Implied expansion mismatch: {mismatch_expansion * 1e6:.2f} 1e-6/K")
print(f"Modulus softening (rough): {softening * 1e4:.1f} 1e-4/K")
print(f"Reheating temperature: {t_use:.0f} K")
print(f"Biaxial modulus on reheating: {hot_modulus / GPA:.1f} GPa")
print(f"Stored energy on reheating: {hot_energy:.1f} J/m^2")
print(f"Stored energy at 10% lower stress: {varied[0]:.1f} J/m^2")
print(f"Stored energy at 10% higher stress: {varied[1]:.1f} J/m^2")
print("OK")
```

Running it gives:

```
Scale thickness: 5.0 um
Compressive stress magnitude: 3.00 GPa
Biaxial modulus: 530 GPa
Poisson's ratio (rough): 0.24
Young's modulus from M and nu: 402.8 GPa
In-plane strain: -0.566 %
Strain normal to scale: 0.357 %
Stored energy density: 16.98 MJ/m^3
Stored energy per area, from work: 84.91 J/m^2
Stored energy per area, from formula: 84.91 J/m^2
Stored energy per area, converted: 5.299 eV/A^2
Slip, one direction only: 42.45 J/m^2
Slip, uniaxial formula: 55.86 J/m^2
Release at long straight front: 52.64 J/m^2
Released fraction at that front: 0.620
Alloy plate thickness: 1.0 mm
Alloy Young's modulus (rough): 200 GPa
Alloy Poisson's ratio (rough): 0.30
Alloy biaxial modulus: 285.7 GPa
Plate stress for 3 GPa scales: 30.0 MPa
Plate energy / scale energy: 1.85 %
Stiffening coefficient (rough): 5.0
Energy change from nonlinearity: -3.55 %
Rough crystal C11 C12 C13 C33 C44 C14: 500 160 120 500 150 -20 GPa
Basal-plane biaxial modulus: 602.4 GPa
Energy, basal-plane crystal: 74.7 J/m^2
Energy, lowest over orientations: 75.0 J/m^2
Energy, highest over orientations: 93.6 J/m^2
Energy, orientation average: 85.1 J/m^2
Oxidation temperature (rough): 1373 K
Room temperature: 298 K
Implied expansion mismatch: 5.27 1e-6/K
Modulus softening (rough): 1.0 1e-4/K
Reheating temperature: 800 K
Biaxial modulus on reheating: 503.4 GPa
Stored energy on reheating: 22.9 J/m^2
Stored energy at 10% lower stress: 68.8 J/m^2
Stored energy at 10% higher stress: 102.7 J/m^2
OK
```
